# Collision-Free Electron Crossing of Silicon's Image-Force Maximum

## Problem

An electron is emitted from a metal into silicon at 300 K. A uniform field of magnitude \(\mathcal E\) in the silicon pulls it away from the metal, while its image charge pulls it back. The two forces balance at a distance \(x_m\) from the metal, where the electron's potential energy has a maximum. On the way there the electron may collide with phonons. Take a mean free path \(\lambda=5\) nm and a relative permittivity of 11.7.

(a) Find \(x_m\) and the amount by which the barrier is lowered.

(b) Find the probability \(P\) that an electron moving along the surface normal reaches \(x_m\) without a collision, at \(10^4\) and at \(10^5\) V/cm.

(c) How far may \(P\) be trusted as an estimate of the escape probability?

## Solution

### (a) The maximum

Let the metal fill \(x<0\), and let the electron, of charge \(-q\), sit at \(x>0\) in a medium of permittivity \(\varepsilon_s\). A charge \(+q\) at \(-x\) makes the potential of the plane constant, as a metal requires. At a point of the plane a distance \(r\) from the foot of the normal, put \(s=\sqrt{x^2+r^2}\). The electron and its image each contribute a normal field \(qx/(4\pi\varepsilon_s s^3)\), in the same direction. The induced surface charge is \(\varepsilon_s\) times their sum:

\[
\sigma(r)=\frac{qx}{2\pi s^3}.
\]

This charge attracts the electron. Each ring of area \(2\pi r\,dr\) contributes its Coulomb force times \(x/s\), the normal component:

\[
F=\int_0^\infty \frac{q\,\sigma}{4\pi\varepsilon_s s^2}\,\frac{x}{s}\,2\pi r\,dr
=\frac{q^2x^2}{4\pi\varepsilon_s}\int_0^\infty\frac{r\,dr}{(x^2+r^2)^3}
=\frac{q^2}{16\pi\varepsilon_s x^2},
\]

because the last integral equals \(1/(4x^4)\). The force points towards the metal, so the image energy, taken as zero far away, is

\[
-\int_x^\infty F\,dx'=-\frac{qk}{x},\qquad k=\frac{q}{16\pi\varepsilon_s}.
\]

The applied field adds \(-q\mathcal E x\). Measured from the barrier without image force or field, the potential energy is

\[
U(x)=-\frac{qk}{x}-q\mathcal E x .
\]

Setting \(U'=qk/x^2-q\mathcal E=0\) gives

\[
x_m=\sqrt{\frac{k}{\mathcal E}}=\sqrt{\frac{q}{16\pi\varepsilon_s\mathcal E}} .
\]

The second derivative there is \(-2qk/x_m^3=-2q\mathcal E/x_m\). It is negative, so the point is a maximum. Since \(k/x_m=\mathcal E x_m\), the two terms of \(U(x_m)\) are equal, and the barrier is lowered by \(2q\mathcal E x_m\).

For silicon \(k=0.03077\) V nm. The lower field is \(10^4\) V/cm \(=10^{-3}\) V/nm, so

\[
x_m=\sqrt{\frac{0.03077}{0.001}}\ \text{nm}=5.55\ \text{nm},
\]

and the lowering is \(2(0.001)(5.547)\) eV \(=11.1\) meV. At the higher field \(x_m\) is smaller by \(\sqrt{10}\), which gives 1.75 nm, and the lowering is 35.1 meV.

### (b) Crossing without a collision

Assume that the collision probability per unit path is constant and equal to \(1/\lambda\). Divide the path into \(n\) equal pieces. Each short piece is survived with probability \(1-x_m/(n\lambda)\), independently of the others, so

\[
P=\lim_{n\to\infty}\left(1-\frac{x_m}{n\lambda}\right)^n=e^{-x_m/\lambda}.
\]

The limit follows from the logarithm, \(n\ln[1-x_m/(n\lambda)]=-x_m/\lambda+O(1/n)\). The two values are

\[
P(10^4\ \text{V/cm})=e^{-5.547/5}=e^{-1.109}=0.33,
\]
\[
P(10^5\ \text{V/cm})=e^{-1.754/5}=e^{-0.351}=0.70 .
\]

With \(\lambda\) held fixed, going from the lower field to the higher raises \(P\) by a factor of 2.1. Inserting \(x_m\) shows the whole field dependence:

\[
P=\exp\left(-\sqrt{\mathcal E_0/\mathcal E}\right),\qquad
\mathcal E_0=\frac{k}{\lambda^2}=1.23\times10^4\ \text{V/cm}.
\]

At \(\mathcal E=\mathcal E_0\) the maximum lies one mean free path from the metal and \(P=1/e\). For \(\mathcal E\gg\mathcal E_0\), expansion of the exponential gives \(P\simeq1-\sqrt{\mathcal E_0/\mathcal E}\), a slow approach to one. For \(\mathcal E\ll\mathcal E_0\), collision-free crossing becomes exponentially rare.

Differentiating \(\ln P=-\sqrt{\mathcal E_0/\mathcal E}\) gives the sensitivity to field,

\[
\frac{d\ln P}{d\ln\mathcal E}=\frac12\sqrt{\frac{\mathcal E_0}{\mathcal E}}=\frac{x_m}{2\lambda},
\]

which is 0.55 at the lower field and 0.18 at the higher. The sensitivity to the mean free path, \(d\ln P/d\ln\lambda=x_m/\lambda\), is twice as large. A small relative error in \(\lambda\) is therefore slightly enlarged in \(P\) at \(10^4\) V/cm, by a factor of 1.11, but is reduced to about a third at \(10^5\) V/cm.

### (c) From crossing to escape

\(P\) equals the escape probability if the electron moves along the normal, \(\lambda\) is constant, every collision before the maximum returns the electron to the metal, and no electron comes back from beyond the maximum. The first three conditions are relaxed below; the last is kept throughout. The resulting numbers are separate estimates, not factors to be multiplied together.

**Slanted paths.** Let \(K_n\) and \(K_t\) be the normal and transverse kinetic energies that an electron has at the maximum. In the emitted current, the normal velocity times the momentum element \(dp_n\) is proportional to \(dK_n\), and the two-dimensional transverse momentum element is proportional to \(dK_t\). Both energies therefore have the distribution \(e^{-K/k_BT}/(k_BT)\). Closer to the metal the normal energy is larger by

\[
D(x)=U(x_m)-U(x)=q\mathcal E\left(\frac{x_m^2}{x}+x-2x_m\right)=\frac{q\mathcal E(x_m-x)^2}{x},
\]

where \(k=\mathcal E x_m^2\) was used. A step \(dx\) then costs a path

\[
ds=dx\sqrt{1+\frac{v_t^2}{v_n^2}}=dx\sqrt{1+\frac{\rho K_t}{K_n+D(x)}} ,
\]

with \(\rho\) the ratio of normal to transverse mass. Averaging \(e^{-\int ds/\lambda}\) numerically over both energies with \(\rho=1\) gives 0.21 and 0.61 at the two fields.

Silicon's conduction band has six valleys, with masses of roughly 0.92 and 0.19 electron masses. For a (100) surface, two valleys have the heavy mass along the normal. They have \(\rho=4.8\) and more slanted paths. The other four have the light mass along the normal and \(\rho\) between 0.21 and 1, depending on the transverse direction, so their paths are less slanted. Each valley's current is weighted by the square root of the product of its two transverse masses. The average is 0.22 and 0.61: the opposite changes nearly cancel.

**The phonon threshold.** An electron can emit a phonon only if its kinetic energy exceeds the phonon energy, roughly 63 meV for silicon's optical phonons. This is more than twice \(k_BT\), about 26 meV. At 300 K the phonon occupation is \(N=1/(e^{63/25.85}-1)=0.096\). Emission has weight \(N+1\) and absorption \(N\). If the 5 nm path describes both processes together, the collision rate below threshold falls to \(N/(2N+1)=0.08\) of its full value. Applying this switch along the slanted paths in the six valleys raises the crossing probability to 0.56 and 0.77. The switch ignores acoustic phonons and the gradual growth of the emission rate above threshold, so it gives the size of the effect rather than a refined value.

**Collisions that do not return the electron.** Suppose instead that each collision keeps the energy and chooses a new direction at random. A simulated walk of 200,000 electrons, starting along the normal and moving in straight lines between collisions, gives an escape probability of 0.636 and 0.850, with a statistical error of about 0.001; solving the transport integral equation for the same layer gives 0.634 and 0.850. Of the electrons that collide, the fraction that still escape is

\[
g=\frac{0.634-0.330}{1-0.330}=0.45,\qquad g=\frac{0.850-0.704}{1-0.704}=0.49 .
\]

Both lie slightly below one half, for a reason that symmetry supplies. After isotropic redirection, the chances of leaving through the far side from mirror-image positions add up to one. First collisions are more frequent near the metal, where the chance of reaching the far side is smaller. The walk omits the force between collisions and the need for sufficient normal energy at the maximum. Both omissions favour escape: a redirected electron must still climb to the maximum, and many directions leave it too little normal energy to do so. The values 0.63 and 0.85, and the fractions near one half, therefore belong to a force-free layer. For electrons that leave the metal along the normal with enough energy to cross, they are too high: with the force included the walk gives roughly 0.54 and 0.78. Redirection also works the other way, however, and carries over the maximum some electrons that left the metal with enough total energy but too little normal energy. When these are counted, the current at the maximum is roughly 0.62 and 0.86 of the thermionic value, close to the force-free numbers.

| Quantity | \(10^4\) V/cm | \(10^5\) V/cm |
|---|---:|---:|
| \(x_m\) (nm) | 5.55 | 1.75 |
| Barrier lowering (meV) | 11.1 | 35.1 |
| \(P=e^{-x_m/\lambda}\) | 0.33 | 0.70 |
| Slanted, six valleys | 0.22 | 0.61 |
| Same, with threshold | 0.56 | 0.77 |
| Elastic redirection, no force | 0.63 | 0.85 |

All four models give a higher probability at the higher field. The estimates spread more widely at \(10^4\) V/cm, from 0.22 to 0.63, than at \(10^5\) V/cm, from 0.61 to 0.85. These ranges show the spread between models; they are not bounds.

All four models count an electron as escaped once it reaches the maximum. Well beyond the maximum, the potential energy falls by \(k_BT\) over a distance \(k_BT/(q\mathcal E)\). This is 26 nm at the lower field and 2.6 nm at the higher, or five and one half times the assumed 5 nm path. That path is short for thermal electrons: about 70% of the flux at the maximum lies below the phonon threshold, where the switch above gives 62 nm, and silicon's electron mobility, roughly 800 to 1400 cm\(^2\)/V s, implies 30 to 50 nm. On that scale 26 nm is less than one mean free path, and fewer electrons return than the 5 nm path suggests. Collisions in this region can send electrons back to the metal, especially at the lower field. The tabulated values are therefore estimates of reaching the maximum, and the probability of final escape may be considerably smaller.

### The real contact

In a silicon Schottky contact the field comes from a depletion layer and falls with depth. For uniform doping and a band bending of roughly \(V=0.5\) V, the width is \(W=2V/\mathcal E\): 1000 nm at the lower surface field and 100 nm at the higher. The corresponding doping, \(\varepsilon_s\mathcal E/(qW)\), is \(6.5\times10^{14}\) and \(6.5\times10^{16}\) cm\(^{-3}\). Solving \(k/x^2=\mathcal E(1-x/W)\) moves the maximum outward by less than 1%, so the uniform field is a good approximation here. Both fields are below silicon's breakdown field, roughly \(3\times10^5\) V/cm. At the lower field the treatment of collisions matters far more than the uniformity of the field: adding the phonon threshold to the slanted-path model changes 0.22 to 0.56.

Heating shortens the mean free path. If optical phonons set it, \(\lambda\propto1/(2N+1)\), and 5 nm at 300 K becomes 4.3 nm at 400 K. The simple exponential then gives 0.28 and 0.67.

Quantum motion over the barrier changes the current as well. Near its top the barrier is approximately a parabola with \(\omega^2=2q\mathcal E/(m x_m)\), whose transmission at energy \(\eta\) above the top is \(1/(1+e^{-2\pi\eta/\hbar\omega})\). In this parabolic model the thermal current, relative to classical emission, is multiplied by

\[
\int_{-\infty}^{\infty}\frac{d\eta}{k_BT}\,\frac{e^{-\eta/k_BT}}{1+e^{-2\pi\eta/\hbar\omega}}
=\frac{y}{\sin y},\qquad y=\frac{\hbar\omega}{2k_BT}<\pi .
\]

With the light mass along the normal, \(\hbar\omega\) is 12 meV at the lower field and 68 meV at the higher, and the factors are about 1.01 and 1.4. These are values of the parabolic model, not reliable corrections for the contact. First, \(\hbar\omega\) exceeds the barrier lowering, slightly at the lower field and about twofold at the higher, so the parabola is used beyond the immediate neighbourhood of the top. Second, a light electron with kinetic energy \(k_BT\) has a wavelength \(h/\sqrt{2mk_BT}\) of about 17.5 nm, longer than \(x_m\) at either field. Reflection from the rest of the barrier, which the parabola leaves out, may then offset or even outweigh the gain from tunnelling, and the classical paths used in (b) and (c) are themselves an approximation.

The higher field also strains the classical image force. Silicon's lattice constant, roughly 0.54 nm, is 31% of \(x_m\) there, against 10% at the lower field. A continuum permittivity and a sharp metal plane are therefore more doubtful at \(10^5\) V/cm, even though the collision estimate is less sensitive to \(\lambda\).
